# Kramers-restricted closed-shell MP2 and its spin-free limit: verification in Python

```python
# Result under test: closed-shell MP2 energy from Kramers pairs (p, pbar = K p),
#   E2 = -sum_ijab { 1/2|<ij||ab>|^2 + 1/2|<ij||a'b'>|^2 + |<ij'||ab'>|^2
#                    + |<ij||ab'>|^2 + |<ij'||ab>|^2 } / (ea+eb-ei-ej),
# where a prime marks a barred spinor, and its spin-free limit
#   E2 = -sum_ijab (ia|jb) [2(ia|jb) - (ib|ja)] / (ea+eb-ei-ej).
# i,j: occupied pairs; a,b: positive-energy virtual pairs; (pq|rs): charge-density
# order; K: time reversal; so: factor on all spin-dependent small-component integrals
# (1 = Dirac, 0 = spin-free). Atomic units. (SS|SS) repulsion integrals are omitted.
import itertools
from functools import reduce
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from pyscf import gto, scf, mp

CLASSES = [("ij->ab", (0, 0, 0, 0), 0.5), ("ij->a'b'", (0, 0, 1, 1), 0.5),
           ("ij'->ab'", (0, 1, 0, 1), 1.0), ("ij->ab'", (0, 0, 0, 1), 1.0),
           ("ij'->ab", (0, 1, 0, 0), 1.0)]


def block(V, bars):
    """Part of V[I,A,J,B] with the given bars; each axis is (unbarred, barred)."""
    cut = []
    for size, bar in zip(V.shape, bars):
        half = size // 2
        cut.append(slice(bar * half, (bar + 1) * half))
    return V[tuple(cut)]


def denominator(eo, ev):
    return (ev[None, :, None, None] + ev[None, None, None, :]
            - eo[:, None, None, None] - eo[None, None, :, None])


def spinor_sum(V, eo, ev):
    """Unrestricted sum over all spinors; eo and ev are pair energies."""
    anti = V - V.transpose(0, 3, 2, 1)
    D = denominator(np.tile(eo, 2), np.tile(ev, 2))
    return -0.25 * np.sum(abs(anti)**2 / D)


def class_energies(V, eo, ev):
    D = denominator(eo, ev)
    out = []
    for _, (bi, bj, ba, bb), weight in CLASSES:
        direct = block(V, (bi, ba, bj, bb))
        exchange = block(V, (bi, bb, bj, ba)).transpose(0, 3, 2, 1)
        out.append(-weight * np.sum(abs(direct - exchange)**2 / D))
    return np.array(out)


def check_time_reversal(V):
    for bars in itertools.product((0, 1), repeat=4):
        flipped = block(V, tuple(1 - b for b in bars))
        assert np.allclose(flipped, (-1)**sum(bars) * block(V, bars).conj(), atol=1e-8)


# ---------- model Hamiltonian in full Fock space: E2 from its definition ----------
rng = np.random.default_rng(7)
npair, nmode = 4, 8
pair_energy = np.array([-2.0, -1.0, 1.0, 1.7])
charges = []
for _ in range(3):
    a = rng.normal(size=(npair, npair)) + 1j * rng.normal(size=(npair, npair))
    b = rng.normal(size=(npair, npair)) + 1j * rng.normal(size=(npair, npair))
    a, b = a + a.conj().T, b - b.T
    charges.append(0.1 * np.block([[a, b], [-b.conj(), a.conj()]]))
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annih = [reduce(np.kron, [parity] * p + [lower] + [one] * (nmode - p - 1))
         for p in range(nmode)]
excite = np.array([[annih[p].T @ annih[q] for q in range(nmode)] for p in range(nmode)])


def second_quantized(matrix):
    return np.tensordot(matrix, excite, axes=([0, 1], [0, 1]))


occ_m, vir_m = [0, 1, 4, 5], [2, 3, 6, 7]
mean_field = sum(A * np.trace(A[np.ix_(occ_m, occ_m)]) - A[:, occ_m] @ A[occ_m, :]
                 for A in charges)
H = second_quantized(np.diag(np.tile(pair_energy, 2)) - mean_field)
for A in charges:
    op = second_quantized(A)
    H = H + 0.5 * (op @ op - second_quantized(A @ A))
filling = np.array([np.diag(excite[p, p]) for p in range(nmode)])
ref_filling = np.array([1. if p in occ_m else 0. for p in range(nmode)])
removed = ref_filling @ (1 - filling)
same_number = np.isclose(filling.sum(axis=0), 4)
reference = int(np.where(same_number & (removed == 0))[0][0])
det_energy = np.tile(pair_energy, 2) @ filling
coupling = H[:, reference]
assert np.max(abs(coupling[same_number & (removed == 1)])) < 1e-10
excited = same_number & (removed > 0)
E2_definition = -np.sum(abs(coupling[excited])**2
                        / (det_energy[excited] - det_energy[reference]))
V_model = sum(np.einsum('ia,jb->iajb', A[np.ix_(occ_m, vir_m)],
                        A[np.ix_(occ_m, vir_m)]) for A in charges)
model_classes = class_energies(V_model, pair_energy[:2], pair_energy[2:])
check_time_reversal(V_model)
assert abs(spinor_sum(V_model, pair_energy[:2], pair_energy[2:]) - E2_definition) < 1e-10
assert abs(model_classes.sum() - E2_definition) < 1e-10
assert np.all(model_classes < -1e-6)

# ---------- SiH4: basis integrals ----------
bond = 1.50
s = bond / np.sqrt(3)
corners = [(s, s, s), (-s, -s, s), (s, -s, -s), (-s, s, -s)]
mol = gto.M(atom=[('Si', (0., 0., 0.))] + [('H', r) for r in corners],
            basis='3-21g', verbose=0)
n, nel = mol.nao, mol.nelectron
m = 2 * n
rhf = scf.RHF(mol)
rhf.conv_tol, rhf.conv_tol_grad = 1e-12, 1e-8
rhf.kernel()
assert rhf.converged
E2_nonrel = mp.MP2(rhf).kernel()[0]
overlap, kinetic = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
nuclear, repulsion = mol.intor('int1e_nuc'), mol.intor('int2e')
up, down = mol.sph2spinor_coeff()
U = np.vstack([up, down])
W_nuc = U @ mol.intor('int1e_spnucsp_spinor') @ U.conj().T
SSLL = np.einsum('ui,vj,rk,sl,ijkl->uvrs', U, U.conj(), up, up.conj(),
                 mol.intor('int2e_spsp1_spinor'), optimize=True)


def scalar_part(T):
    T = T.reshape((2, n, 2, n) + T.shape[2:])
    return 0.5 * (T[0, :, 0] + T[1, :, 1])


def scale_spin_orbit(T, so):
    out = so * T.reshape((2, n, 2, n) + T.shape[2:])
    for spin in (0, 1):
        out[spin, :, spin] += (1 - so) * scalar_part(T)
    return out.reshape(T.shape)


gradients = mol.intor('int2e_ipvip1')
assert np.allclose(scalar_part(W_nuc), mol.intor('int1e_pnucp'), atol=1e-7)
assert np.allclose(scalar_part(SSLL), gradients[0] + gradients[4] + gradients[8], atol=1e-7)
del gradients

# two time-odd operators that define which member of a pair is unbarred
labels = [tuple(x) for x in mol.ao_labels(fmt=None)]
swap = {0: 0, 1: 2, 2: 1, 3: 4, 4: 3}
rotation = np.zeros((n, n))
for k, (atom, sym, shell, comp) in enumerate(labels):
    rotation[labels.index((swap[atom], sym, shell, comp)), k] = -1 if comp in ('x', 'y') else 1
assert np.allclose(rotation @ overlap @ rotation.T, overlap)
spin_axis = np.kron(one, np.kron(parity, np.eye(n)))
twofold_axis = np.kron(one, np.kron(parity, rotation))
sign, vectors = np.linalg.eigh(twofold_axis)
symmetry_half = vectors[:, sign > 0]
assert symmetry_half.shape[1] == m


def time_reverse(Y):
    Z = Y.reshape(2, 2, n, -1)
    return np.stack([-Z[:, 1].conj(), Z[:, 0].conj()], axis=1).reshape(Y.shape)


def paired_eigenvectors(F):
    """Diagonalize in one half of the twofold symmetry; K gives the other half.
    This keeps partners exact even when spin-orbit splittings are near rounding."""
    e, R = eigh(symmetry_half.T @ F @ symmetry_half)
    Y = symmetry_half @ R
    return np.repeat(e, 2), np.stack([Y, time_reverse(Y)], axis=2).reshape(2 * m, 2 * m)


def inverse_root(M):
    w, v = np.linalg.eigh(M)
    return (v / np.sqrt(w)) @ v.T


def dirac_fock(so, c):
    W = scale_spin_orbit(W_nuc, so) / (4 * c**2)
    X = scale_spin_orbit(SSLL, so) / (4 * c**2)
    T2 = np.kron(one, kinetic)
    h = np.block([[np.kron(one, nuclear), T2], [T2, W - T2]])
    root_L, root_S = inverse_root(overlap), inverse_root(kinetic / (2 * c**2))
    ortho = block_diag(np.kron(one, root_L), np.kron(one, root_S))
    dens = np.kron(np.ones((2, 2)), np.kron(one, rhf.make_rdm1() / 2)).astype(complex)
    tol = 3e-13 * c**2      # rounding grows with the 2c^2 width of the spectrum
    for _ in range(60):
        LL, SS, SL = dens[:m, :m], dens[m:, m:], dens[m:, :m]
        charge = LL[:n, :n] + LL[n:, n:]
        J_L = (np.einsum('rspq,qp->rs', repulsion, charge, optimize=True)
               + np.einsum('uvrs,vu->rs', X, SS, optimize=True))
        J_S = np.einsum('uvrs,sr->uv', X, charge, optimize=True)
        K_L = np.einsum('pqrs,aqbr->apbs', repulsion, LL.reshape(2, n, 2, n),
                        optimize=True).reshape(m, m)
        K_SL = np.einsum('uvrs,vbr->ubs', X, SL.reshape(m, 2, n),
                         optimize=True).reshape(m, m)
        F = h + np.block([[np.kron(one, J_L) - K_L, -K_SL.conj().T], [-K_SL, J_S]])
        F_o = ortho @ F @ ortho
        F_o = 0.5 * (F_o + F_o.conj().T)
        e, Y = paired_eigenvectors(F_o)
        occ = ortho @ Y[:, m:m + nel]
        new = occ @ occ.conj().T
        change = np.max(abs(new - dens))
        dens = new
        if change < tol / 5:
            break
    assert change < tol
    total = 0.5 * np.trace((h + F) @ dens).real + mol.energy_nuc()
    return dict(e=e, Y=Y, F=F_o, X=X, ortho=ortho, total=total,
                root_L=root_L, root_S=root_S)


def kramers_pairs(sol, axis, first, last):
    """Unbarred: positive eigenvectors of a time-odd operator in each level."""
    e, Y, unbarred, energies, k = sol['e'], sol['Y'], [], [], first
    while k < last:
        stop = k + 1
        while stop < last and e[stop] - e[stop - 1] < 1e-7:
            stop += 1
        G, half = Y[:, k:stop], (stop - k) // 2
        value, R = np.linalg.eigh(G.conj().T @ axis @ G)
        assert (stop - k) % 2 == 0 and value[half] > 1e-3 and value[half - 1] < -1e-3
        unbarred.append(G @ R[:, half:])
        energies += [e[k:stop].mean()] * half
        k = stop
    unbarred, energies = np.hstack(unbarred), np.array(energies)
    both = np.hstack([unbarred, time_reverse(unbarred)])
    # full-space eigenvalue equation: fails if F lacks either symmetry
    assert np.max(abs(sol['F'] @ both - both * np.tile(energies, 2))) < 1e-6
    assert np.allclose(both.conj().T @ both, np.eye(both.shape[1]), atol=1e-7)
    return both, energies


def mp2(sol, axis):
    Yo, eo = kramers_pairs(sol, axis, m, m + nel)
    Yv, ev = kramers_pairs(sol, axis, m + nel, 2 * m)
    Co, Cv = sol['ortho'] @ Yo, sol['ortho'] @ Yv
    no, nv = Co.shape[1], Cv.shape[1]
    P = np.einsum('xri,xsa->iars', Co[:m].reshape(2, n, no).conj(),
                  Cv[:m].reshape(2, n, nv), optimize=True).reshape(no * nv, n * n)
    Q = np.einsum('ui,va,uvrs->iars', Co[m:].conj(), Cv[m:], sol['X'],
                  optimize=True).reshape(no * nv, n * n)
    V = (P @ repulsion.reshape(n * n, n * n) + Q) @ P.T + P @ Q.T
    V = V.reshape(no, nv, no, nv)
    check_time_reversal(V)
    classes, full = class_energies(V, eo, ev), spinor_sum(V, eo, ev)
    assert abs(classes.sum() - full) < 1e-10
    return classes, full


c0 = 1 / constants.fine_structure
eV = constants.physical_constants['Hartree energy in eV'][0]
sols = {so: dirac_fock(so, c0) for so in (0., 1., 2., 4.)}
by_spin = {so: mp2(sol, spin_axis) for so, sol in sols.items()}
by_rotation = {so: mp2(sols[so], twofold_axis) for so in (0., 1.)}
for so in (0., 1.):
    assert abs(by_spin[so][1] - by_rotation[so][1]) < 1e-9
    assert np.max(abs(by_rotation[so][0][3:])) < 1e-10

# ---------- spin-free case from real spatial orbitals ----------
free = sols[0.]
alpha, beta = np.r_[0:n, m:m + n], np.r_[n:m, m + n:2 * m]
assert np.max(abs(free['F'][np.ix_(alpha, beta)])) < 1e-7
F_alpha = free['F'][np.ix_(alpha, alpha)]
assert np.max(abs(F_alpha.imag)) < 1e-7
e_sp, Y_sp = eigh(F_alpha.real)
large, small = free['root_L'] @ Y_sp[:n, n:], free['root_S'] @ Y_sp[n:, n:]
e_sp, half = e_sp[n:], nel // 2
nvir = n - half
PL = np.einsum('ri,sa->iars', large[:, :half], large[:, half:]).reshape(-1, n * n)
PS = np.einsum('ri,sa->iars', small[:, :half], small[:, half:]).reshape(-1, n * n)
mixed = free['X'][:n, :n].real.reshape(n * n, n * n)
x = PL @ repulsion.reshape(n * n, n * n) @ PL.T + PS @ mixed @ PL.T + PL @ mixed.T @ PS.T
x = x.reshape(half, nvir, half, nvir)
y = x.transpose(0, 3, 2, 1)
D_sp = denominator(e_sp[:half], e_sp[half:])
E2_adapted = -np.sum(x * (2 * x - y) / D_sp)
same_spin, opposite_spin = -0.5 * np.sum((x - y)**2 / D_sp), -np.sum(x**2 / D_sp)
assert abs(by_spin[0.][1] - E2_adapted) < 1e-8
assert abs(by_spin[0.][0][0] - same_spin) < 1e-8
assert abs(by_spin[0.][0][2] - opposite_spin) < 1e-8
assert np.max(abs(by_spin[0.][0][[1, 3, 4]])) < 1e-10
assert abs(by_rotation[0.][0][1]) > 1e-5

# ---------- onset of spin-orbit coupling and nonrelativistic limit ----------
shift = {so: by_spin[so][1] - by_spin[0.][1] for so in (1., 2., 4.)}
exponent = np.log2(abs(shift[4.] / shift[2.]))
assert abs(exponent - 2) < 0.2
odd = {so: by_spin[so][0][3:].sum() for so in (1., 2.)}
assert abs(odd[1.]) > 1e-5 and abs(odd[2.] / odd[1.] - 1) < 0.05
E2_fast_light = mp2(dirac_fock(1., 4 * c0), spin_axis)[1]
limit_ratio = (E2_fast_light - E2_nonrel) / (by_spin[1.][1] - E2_nonrel)
assert abs(limit_ratio - 1 / 16) < 0.02
occ_e = sols[1.]['e'][m:m + nel]
split_2p = (occ_e[6] - occ_e[4]) * eV
split_val = (occ_e[14] - occ_e[12]) * eV
assert split_2p > 0 and occ_e[9] - occ_e[6] < 1e-6

print("MODEL: 4 Kramers pairs, 2 occupied; energies in model units")
print("pair energies:", pair_energy)
print(f"E2 from Fock-space definition: {E2_definition:.10f}")
for (name, _, _), value in zip(CLASSES, model_classes):
    print(f"  class {name:9s}: {value:.10f}")
print(f"sum of five classes: {model_classes.sum():.10f}")
print("SiH4, 3-21G, all electrons correlated, no (SS|SS) integrals")
print(f"Si-H distance: {bond:.2f} angstrom; speed of light: {c0:.6f} a.u.")
print(f"occupied pairs: {half}; positive-energy virtual pairs: {nvir}")
print(f"Dirac-Hartree-Fock energy: {sols[1.]['total']:.6f} hartree")
print(f"Si 2p spin-orbit splitting: {split_2p:.4f} eV")
print(f"valence t2 spin-orbit splitting: {split_val:.5f} eV")
for title, table in (("spin-axis", by_spin), ("twofold-axis", by_rotation)):
    for so in (0., 1.):
        print(f"{title} pairing, so = {so:.0f}, energies in hartree:")
        for (name, _, _), value in zip(CLASSES, table[so][0]):
            print(f"  class {name:9s}: {value:.8f}")
        print(f"  total E2: {table[so][0].sum():.8f}")
print(f"spin-adapted formula, so = 0: {E2_adapted:.8f} hartree")
print(f"  same-spin: {same_spin:.8f}, opposite-spin: {opposite_spin:.8f} hartree")
print(f"|class sum - spin-adapted| at so = 0: {abs(by_spin[0.][1] - E2_adapted):.1e} hartree")
print(f"Dirac E2 (so = 1): {by_spin[1.][1]:.8f} hartree = {by_spin[1.][1] * eV:.5f} eV")
print(f"nonrelativistic MP2 E2: {E2_nonrel:.8f} hartree")
print(f"scalar relativistic shift of E2: {by_spin[0.][1] - E2_nonrel:.3e} hartree")
for so in (1., 2., 4.):
    print(f"spin-orbit shift of E2 at so = {so:.0f}: {shift[so]:.3e} hartree")
print(f"power of so in the shift, from 2 to 4: {exponent:.3f}")
print(f"odd-bar classes, spin-axis pairing: so=1 {odd[1.]:.6f}, so=2 {odd[2.]:.6f} hartree")
print(f"relativistic shift at 4c over shift at c: {limit_ratio:.4f} (1/16 = {1/16:.4f})")
print("verified")
```

Printed output:

```
MODEL: 4 Kramers pairs, 2 occupied; energies in model units
pair energies: [-2.  -1.   1.   1.7]
E2 from Fock-space definition: -0.0382727035
  class ij->ab   : -0.0014065270
  class ij->a'b' : -0.0003439863
  class ij'->ab' : -0.0270480957
  class ij->ab'  : -0.0055968878
  class ij'->ab  : -0.0038772066
sum of five classes: -0.0382727035
SiH4, 3-21G, all electrons correlated, no (SS|SS) integrals
Si-H distance: 1.50 angstrom; speed of light: 137.035999 a.u.
occupied pairs: 9; positive-energy virtual pairs: 12
Dirac-Hartree-Fock energy: -290.239497 hartree
Si 2p spin-orbit splitting: 0.5447 eV
valence t2 spin-orbit splitting: 0.01885 eV
spin-axis pairing, so = 0, energies in hartree:
  class ij->ab   : -0.00645338
  class ij->a'b' : -0.00000000
  class ij'->ab' : -0.06267462
  class ij->ab'  : -0.00000000
  class ij'->ab  : -0.00000000
  total E2: -0.06912799
spin-axis pairing, so = 1, energies in hartree:
  class ij->ab   : -0.00768910
  class ij->a'b' : -0.00083012
  class ij'->ab' : -0.04951913
  class ij->ab'  : -0.00554081
  class ij'->ab  : -0.00554912
  total E2: -0.06912829
twofold-axis pairing, so = 0, energies in hartree:
  class ij->ab   : -0.01759294
  class ij->a'b' : -0.01097193
  class ij'->ab' : -0.04056313
  class ij->ab'  : -0.00000000
  class ij'->ab  : -0.00000000
  total E2: -0.06912799
twofold-axis pairing, so = 1, energies in hartree:
  class ij->ab   : -0.01759301
  class ij->a'b' : -0.01097193
  class ij'->ab' : -0.04056335
  class ij->ab'  : -0.00000000
  class ij'->ab  : -0.00000000
  total E2: -0.06912829
spin-adapted formula, so = 0: -0.06912799 hartree
  same-spin: -0.00645338, opposite-spin: -0.06267462 hartree
|class sum - spin-adapted| at so = 0: 1.6e-13 hartree
Dirac E2 (so = 1): -0.06912829 hartree = -1.88108 eV
nonrelativistic MP2 E2: -0.06917917 hartree
scalar relativistic shift of E2: 5.118e-05 hartree
spin-orbit shift of E2 at so = 1: -2.982e-07 hartree
spin-orbit shift of E2 at so = 2: -1.190e-06 hartree
spin-orbit shift of E2 at so = 4: -4.737e-06 hartree
power of so in the shift, from 2 to 4: 1.993
odd-bar classes, spin-axis pairing: so=1 -0.011090, so=2 -0.011090 hartree
relativistic shift at 4c over shift at c: 0.0637 (1/16 = 0.0625)
verified
```
